# Good correlation energies do not guarantee good correlation potentials: the helium atom

On an accurate density of the helium atom, the PBE functional gives a correlation energy of $-41.8$ millihartree (mHa), against a reference value of $-42.1$ mHa. The error is 0.3 mHa, less than one percent. At a distance of 0.75 bohr from the nucleus, the correlation potential of the same functional on the same density is $-0.045$ Ha, where the reference potential is $+0.029$ Ha. The sign is wrong there, and between 0.08 and 3 bohr alone it is wrong in regions that hold 92 percent of all the electrons. How can a functional be so right and so wrong at once?

## The belief and its appeal

The belief is that a functional with better energies also has a better potential. It is not foolish. The potential is the functional derivative of the energy, so a functional without any error would have the right potential too. Practice also seems to support it. A self-consistent density minimizes the approximate total energy, so that energy changes only to second order when the density is slightly displaced from the minimum. A moderately wrong potential, and the slightly wrong density it produces, can therefore leave little trace in the total energy.

The flaw lies in what is being compared. The correlation potential $v_c$ is defined by the first-order change of the correlation energy,

$$\delta E_c=\int v_c(\mathbf r)\,\delta n(\mathbf r)\,d^3r .$$

An energy at one density is a value; the potential collects the slopes in all directions. Take any functional $E_c[n]$, a fixed density $n_0$, a function $w(\mathbf r)$ that vanishes at infinity, and a number $\lambda$, and form

$$\tilde E_c[n]=E_c[n]+\lambda\left(\int w\,n\,d^3r-\int w\,n_0\,d^3r\right).$$

At $n=n_0$ the bracket is zero and the energies agree. The potentials differ by $\lambda w(\mathbf r)$, which can be as large as one likes.

A weaker statement does survive. Let the energy error $\Delta E$ stay below $\eta$ in magnitude at both $n_0+\lambda u$ and $n_0-\lambda u$. For a smooth error functional with potential error $\Delta v$,

$$\Delta E[n_0+\lambda u]-\Delta E[n_0-\lambda u]=2\lambda\int\Delta v\,u\,d^3r+O(\lambda^3).$$

The left side is at most $2\eta$ in magnitude, so $|\int\Delta v\,u\,d^3r|\le\eta/\lambda+O(\lambda^2)$. Good energies over a range of densities thus control averages of the potential error, one for each direction $u$ explored. They do not control its value at a point.

Whether real functionals suffer from this freedom is a question of fact, and helium can answer it.

## The reference potential

Hartree atomic units are used, because the functionals are published in them. The nucleus is fixed and relativity is left out. The reference is a converged variational wavefunction with explicit dependence on the distance between the electrons; it is a calculation, not a measurement.

In Kohn-Sham theory both electrons occupy one nodeless orbital $\phi$, so $n=2\phi^2$ and $\phi=\sqrt{n/2}$. The orbital equation $-\tfrac12\nabla^2\phi+v_s\phi=\varepsilon\phi$ can be solved for the potential:

$$v_s=\varepsilon+\frac{\nabla^2\phi}{2\phi}.$$

With $L=\ln n$ we have $\phi=e^{L/2}/\sqrt2$, hence $\phi'=\tfrac12L'\phi$ and $\phi''=(\tfrac12L''+\tfrac14L'^2)\phi$. Since $\nabla^2\phi=\phi''+2\phi'/r$,

$$v_s=\varepsilon+\frac{L''}{4}+\frac{L'^2}{8}+\frac{L'}{2r}.$$

The constant $\varepsilon$ follows from the tail. If $v_s$ vanishes at infinity, $\phi^2$ decays as $e^{-2\sqrt{-2\varepsilon}\,r}$, apart from powers of $r$. The interacting density decays as $e^{-2\sqrt{2I}\,r}$, with $I$ the ionization energy. Therefore $\varepsilon=-I=E(\mathrm{He})-E(\mathrm{He}^+)=-2.903724+2=-0.903724$ Ha.

Next, the known parts are removed. Let $v_H$ be the Hartree potential and $E_H=\tfrac12\int n\,v_H\,d^3r$. Exchange acts between equal spins, and each spin has density $n/2$ in a single orbital, so

$$E_x=-\frac12\cdot2\int\!\!\int\frac{n(\mathbf r)n(\mathbf r')}{4|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-\frac{E_H}{2},\qquad v_x=-\frac{v_H}{2}.$$

From $v_s=-2/r+v_H+v_x+v_c$ it follows that

$$v_c=v_s+\frac2r-\frac{v_H}{2}.$$

With $T_s$ the kinetic energy of the Kohn-Sham orbital pair and $V_{ne}$ the attraction to the nucleus, the energy is

$$E_c=E-T_s-V_{ne}-\tfrac12E_H=-2.903724-2.867081+6.753267-1.024569=-0.042107\ \text{Ha}.$$

A potential is fixed by number-conserving density changes only up to a constant, so its sign means nothing until that constant is chosen. Here every potential vanishes at infinity.

## A sign that needs no plot

The average of $v_c$ can be found without looking at it point by point. Multiply the orbital equation by $2\phi$ and integrate. The kinetic term gives $T_s$, and $\int n\,v_H\,d^3r=2E_H$, so

$$2\varepsilon=T_s+\int n\,v_s\,d^3r=T_s+V_{ne}+E_H+\int n\,v_c\,d^3r .$$

Hence

$$\int n\,v_c\,d^3r=-1.807449-2.867081+6.753267-2.049137=+0.0296\ \text{Ha},$$

or $+0.0148$ Ha per electron. The correlation energy is negative, but the average correlation potential is positive. For PBE the average on this density is $-0.0310$ Ha per electron, and for LYP $-0.0330$ Ha. Both functionals have the wrong sign already in this average.

## The approximate potentials

Both functionals have the form $E_c=\int f(n,\sigma)\,d^3r$ with $\sigma=|\nabla n|^2$. For closed shells, PBE is

$$f=n\left[\epsilon+\gamma\ln\left(1+\frac{\beta}{\gamma}\,t^2\,\frac{1+At^2}{1+At^2+A^2t^4}\right)\right],\qquad A=\frac{\beta/\gamma}{e^{-\epsilon/\gamma}-1},$$

where $\epsilon(n)$ is the correlation energy per electron of the uniform gas in the PW92 form, $t^2=\pi\sigma/(16k_Fn^2)$, $k_F=(3\pi^2n)^{1/3}$, $\beta=0.066725$ and $\gamma=(1-\ln2)/\pi^2$. Keeping $f=n\epsilon$ alone gives the local density approximation (LDA). With $s=n^{-1/3}$, LYP is

$$f=-\frac{an}{1+ds}-ab\,\omega n^2\left[C_Fn^{8/3}-\frac{3+7\delta}{72}\,\sigma\right],$$

$$\omega=\frac{e^{-cs}}{1+ds}\,n^{-11/3},\qquad \delta=cs+\frac{ds}{1+ds},\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3},$$

where $a=0.04918$, $b=0.132$, $c=0.2533$ and $d=0.349$.

A change $\delta n$ changes $\sigma$ by $2\nabla n\cdot\nabla\delta n$. Write $f_n$ and $f_\sigma$ for the partial derivatives. Integration by parts moves the gradient off $\delta n$ and reverses the sign:

$$\delta E_c=\int\left[f_n\,\delta n+2f_\sigma\nabla n\cdot\nabla\delta n\right]d^3r=\int\left[f_n-\nabla\cdot(2f_\sigma\nabla n)\right]\delta n\,d^3r .$$

For a spherical density, with $g=2f_\sigma n'$, the divergence is $r^{-2}(r^2g)'=g'+2g/r$, and

$$v_c=f_n-g'-\frac{2g}{r}.$$

The last term exposes one qualitative fault. The density has a cusp at the nucleus, $n'(0)=-4n(0)$, so $g(0)$ is not zero and

$$v_c\to-\frac{4f_\sigma(0)\,n'(0)}{r}\qquad(r\to0).$$

For LYP, $f_\sigma=ab\,\omega n^2(3+7\delta)/72$ is positive. For PBE, put $y=At^2$; the $t$-dependent factor in the logarithm is then proportional to $y(1+y)/(1+y+y^2)=1-1/(1+y+y^2)$, which grows with $y$, so $f_\sigma$ is positive again. As $n'(0)$ is negative, both potentials rise to $+\infty$: as $0.0178/r$ for PBE and as $0.0023/r$ for LYP. The reference has no such pole. In its formula $L'(0)=-4$, so $L'/(2r)$ contributes $-2/r$, which cancels the $+2/r$ from removing the nuclear attraction.

The energy hardly notices the pole, since the volume element $4\pi r^2dr$ makes its contribution to $\int v_c\,\delta n\,d^3r$ finite and, for a small region around the nucleus, small.

Further out, the values in hartree are:

| $r$ (bohr) | reference | PBE | LYP |
|---|---|---|---|
| 0.10 | $-0.048$ | $+0.089$ | $-0.027$ |
| 0.30 | $-0.006$ | $-0.023$ | $-0.039$ |
| 0.75 | $+0.029$ | $-0.045$ | $-0.035$ |
| 1.50 | $+0.011$ | $-0.025$ | $-0.026$ |
| 2.50 | $+0.001$ | $-0.002$ | $-0.038$ |

Between 0.08 and 3 bohr, a range holding 99 percent of the electrons, the reference changes sign once, from negative to positive at 0.33 bohr. PBE changes once in the other direction, at 0.21 bohr. Its sign is right in the narrow shell between these radii and wrong in the rest of the range. LYP is negative throughout the range, and so has the wrong sign between 0.33 and 3 bohr, where 88 percent of the electrons are.

## Is the constant to blame?

One might suspect that the approximate potentials are merely shifted. The density-weighted root-mean-square error over the same range, before and after removing the best constant, tests this. The row "none" sets $v_c=0$.

| $v_c$ used | energy error (mHa) | potential error (Ha) | constant removed (Ha) |
|---|---|---|---|
| LDA | $-70.3$ | 0.081 | 0.019 |
| PBE | $+0.3$ | 0.057 | 0.033 |
| LYP | $-1.7$ | 0.051 | 0.016 |
| none | $+42.1$ | 0.021 | 0.015 |

From LDA to PBE the energy error shrinks by a factor of about $70.264/0.272\approx260$, and the potential error by $0.0810/0.0573\approx1.4$. A shift is a large part of the error: the best constant removes about 95 percent of the mean-square error for LDA, 91 percent for LYP and 68 percent for PBE. The PBE figures depend on the inner radius because of the pole: over all space the share is 57 percent and the two errors are 0.061 and 0.040 Ha, while the order of the rows stays the same. It is not all of it, since none of the three then beats the row "none", and with the constant removed PBE is worse than LDA. The shapes differ accordingly: between 0.10 and 0.75 bohr the reference rises by about 0.077 Ha (its value at 0.10 bohr still moves by 0.0005 Ha with the basis) and LDA rises by 0.020 Ha (from $-0.087$ to $-0.067$ Ha), while PBE falls by 0.134 Ha. LYP has a larger energy error than PBE and a smaller potential error by both measures. By both measures, too, having no correlation potential at all comes closest to the reference, although its energy error is the whole correlation energy.

The ranking by energy is therefore not the ranking by potential. Nor is it the reverse: before any constant is removed, LDA has both the largest energy error and the largest potential error.

## A second number: the scaling slope

Perhaps one slope, added to the energy, would reveal the fault. Compress the density uniformly, $n_\gamma(r)=\gamma^3n(\gamma r)$, where $\gamma$ is now a variable scale factor and not the constant in PBE. At $\gamma=1$ its derivative with respect to $\gamma$ is $3n+rn'$, so the energy slope is $S[v_c]$, where

$$S[v]=\int v\,(3n+rn')\,d^3r .$$

The reference value follows term by term. Under scaling, the Kohn-Sham energy in the fixed potential $v_s$ is $\gamma^2T_s+\int n_\gamma v_s\,d^3r$. It is stationary at $\gamma=1$, so $S[v_s]=-2T_s$. The nuclear attraction and $E_H$ both scale as $\gamma$, so $S[-2/r]=V_{ne}$ and $S[v_H/2]=E_H/2$. Therefore

$$S[v_c]=-2T_s-V_{ne}-\tfrac12E_H .$$

Let $T$ and $W$ be the kinetic and repulsion energies of the interacting atom. The virial theorem gives $V_{ne}=-2T-W$, so $S[v_c]=2(T-T_s)+W-\tfrac12E_H$. Inserting $E=T+V_{ne}+W$ in the formula for $E_c$ gives $E_c=(T-T_s)+W-\tfrac12E_H$. With $T_c=T-T_s$,

$$S[v_c]=E_c+T_c=-0.0421+0.0366=-0.0055\ \text{Ha}.$$

PBE gives $-0.0042$ Ha, an error of 1.2 mHa or 22 percent of the reference slope. LYP gives $-0.0101$ Ha, off by 85 percent of it. Both slopes have the right sign, although the potentials have the wrong sign over most of the range. The slope cannot test that sign: $3n+rn'=\nabla\cdot(\mathbf r\,n)$ integrates to zero, so adding a constant to $v$ leaves $S[v]$ unchanged.

## Where the error becomes visible

The occupied level behaves differently: to first order it shifts by the average of the potential error with the positive weight $\phi^2=n/2$, so an error that keeps one sign over most of the density adds up. Keep the reference Hartree and exchange potentials fixed, insert each $v_c$ into the orbital equation, and compare the occupied level with $-I=-24.59$ eV. These are not the levels of self-consistent PBE or LYP calculations, which would usually involve approximate exchange too; the construction isolates correlation.

First-order perturbation theory predicts a shift equal to the difference of the average potentials. For PBE it is $-0.0310-0.0148=-0.0458$ Ha. Diagonalization gives $-0.94968+0.90372=-0.0460$ Ha, or $-1.25$ eV. For LYP the error is $-1.30$ eV. Leaving out the correlation potential altogether gives $-0.40$ eV.

For this atom, then, adding the PBE or LYP correlation potential to exact exchange moves the level the wrong way, while the same functionals supply the missing correlation energy to within 2 mHa. An energy benchmark is evidence about energies. If levels or other properties of the potential matter, the potential has to be tested itself, as the numerical check does here.

## Computed values

```
basis functions, large and small basis: 444, 252
total energy E: -2.90372436 Ha; change from small basis: -1.1e-08 Ha
T, V_ne, W: 2.903724, -6.753267, 0.945818 Ha
T_s, E_H: 2.867081, 2.049137 Ha
reference E_c, T_c: -0.042107, 0.036643 Ha
eps = -I: -0.903724 Ha = -24.5916 eV
n(0): 3.6208 bohr^-3; n'(0)/n(0): -3.9995 bohr^-1
largest v_c change between bases, 0.08-3 bohr: 2.0e-04 Ha
electron fraction in 0.08-3 bohr: 0.9909
LDA E_c: -0.112372 Ha; error: -70.264 mHa
PBE E_c: -0.041835 Ha; error: +0.272 mHa
LYP E_c: -0.043778 Ha; error: -1.670 mHa
v_c in Ha: r/bohr, reference, LDA, PBE, LYP
 0.10  -0.0483  -0.0873  +0.0893  -0.0272
 0.20  -0.0265  -0.0838  +0.0037  -0.0370
 0.30  -0.0059  -0.0805  -0.0228  -0.0390
 0.50  +0.0207  -0.0743  -0.0405  -0.0381
 0.75  +0.0293  -0.0670  -0.0451  -0.0345
 1.00  +0.0245  -0.0604  -0.0428  -0.0305
 1.50  +0.0109  -0.0487  -0.0254  -0.0255
 2.00  +0.0041  -0.0386  -0.0082  -0.0297
 2.50  +0.0014  -0.0299  -0.0017  -0.0382
 2.95  +0.0007  -0.0233  -0.0003  -0.0346
sign changes of v_c, reference: 0.333 bohr
sign changes of v_c, LDA: none bohr
sign changes of v_c, PBE: 0.209 bohr
sign changes of v_c, LYP: none bohr
LDA fraction of all electrons with wrong sign: 0.884
PBE fraction of all electrons with wrong sign: 0.919
LYP fraction of all electrons with wrong sign: 0.884
density-weighted rms error of v_c, 0.08-3 bohr: plain, constant removed
zero v_c: 0.0214, 0.0151 Ha
LDA: 0.0810, 0.0185 Ha
PBE: 0.0573, 0.0326 Ha
LYP: 0.0507, 0.0155 Ha
mean v_c per electron, reference: +0.01480 Ha
LDA mean v_c: -0.06356 Ha; r*v_c at nucleus: -0.00000 Ha bohr
PBE mean v_c: -0.03095 Ha; r*v_c at nucleus: +0.01779 Ha bohr
LYP mean v_c: -0.03300 Ha; r*v_c at nucleus: +0.00230 Ha bohr
scaling slope dE_c/dgamma, reference: -0.00546 Ha
scaling slope, LDA, PBE, LYP: -0.04427, -0.00424, -0.01011 Ha
level by diagonalization, reference v_c: -0.90372 Ha
level, zero v_c: -0.91856 Ha; error: -0.404 eV
level, LDA: -0.98231 Ha; error: -2.139 eV
level, PBE: -0.94968 Ha; error: -1.251 eV
level, LYP: -0.95157 Ha; error: -1.302 eV
```
